\section*{Why coalescing islands put a substrate-held film in tension}

\section{Result}

When two neighbouring islands touch, two free surfaces are replaced by one grain boundary. The energy released can pay for stretching the islands across the gap, provided the gap is small enough. The film stays in tension because the substrate prevents the islands from relaxing by drawing together.

Consider long parallel islands of height $h$ and pitch $L$, separated by gaps $\delta\ll L$. Within linear elasticity, closing every gap gives the mean stress
\begin{equation}
\bar\sigma=M'\frac{\delta}{L},\qquad M'=\frac{E}{1-\nu^2},
\label{mean}
\end{equation}
with tension positive. Closing all the gaps together lowers the energy only if
\begin{equation}
\delta<\delta_{\max}=\sqrt{\frac{2W}{K}},\qquad W=2\gamma_s-\gamma_{gb}.
\label{limit}
\end{equation}
Here $\gamma_s$ and $\gamma_{gb}$ are the surface and grain-boundary energies, and $K\delta^2/2$ is the elastic cost per unit boundary area when all gaps close together. Together these relations give a ceiling on the stress. They do not predict the stress of a particular film, which depends on the gaps that actually close and on later relaxation.

\section{Mean stress}

Let $x$ run across the islands, $y$ along them and $z$ upward from the base. The material is isotropic, the islands are initially unstressed, and $\varepsilon_{yy}=0$. The side faces are flat and close over their full height, each moving outward by $\delta/2$. The mean strain follows from these displacements alone:
\begin{equation}
\bar\varepsilon_{xx}=\frac1L\left[\frac{\delta}{2}-\left(-\frac{\delta}{2}\right)\right]=\frac{\delta}{L}.
\end{equation}

The mean vertical stress vanishes. To see this, multiply the equilibrium equation $\partial_x\sigma_{xz}+\partial_z\sigma_{zz}=0$ by $z$ and integrate by parts over the cross-section:
\begin{equation}
\int\sigma_{zz}\,dA=\oint z\,t_z\,ds .
\end{equation}
The vertical traction $t_z$ is zero on the free top, and zero on the sides by mirror symmetry. The base contributes nothing because $z=0$ there. Averaging the plane-strain law
\begin{equation}
\varepsilon_{xx}=\frac{(1-\nu^2)\sigma_{xx}-\nu(1+\nu)\sigma_{zz}}{E}
\end{equation}
then gives Eq.~\eqref{mean}. At a given closed gap, the bond to the substrate changes where the strain sits but not its mean.

\section{Elastic cost and the role of the bond}

Let $u(x)$ be the horizontal displacement averaged over the height. The tensile force per unit length along $y$ is $N=M'hu'$. The substrate resists with shear traction $ku$, so force balance gives
\begin{equation}
N'=ku\quad\Rightarrow\quad \ell^2u''=u,\qquad \ell=\sqrt{\frac{M'h}{k}} .
\end{equation}

The stiffness $k$ combines the substrate and the film's own shear. For base traction $\tau_0$ and a free top, take $\tau=\tau_0(1-z/h)$. Integrating $\tau/\mu$, where $\mu$ is the film's shear modulus, gives
\begin{equation}
u(z)=u_b+\frac{\tau_0}{\mu}\left(z-\frac{z^2}{2h}\right),\qquad
u=u_b+\frac{\tau_0h}{3\mu},
\end{equation}
where the second expression is the height average. With base displacement $u_b=\tau_0/k_s$,
\begin{equation}
\frac1k=\frac1{k_s}+\frac{h}{3\mu}.
\end{equation}

For the substrate stiffness $k_s$, consider a half-space of depth coordinate $\zeta$ under surface traction $\tau_0\cos px$. The stress function $\phi=(\tau_0/p)\,\zeta e^{-p\zeta}\sin px$ is biharmonic. At $\zeta=0$ it gives
\begin{align}
\sigma_{\zeta\zeta}&=\phi_{xx}=0, & -\sigma_{x\zeta}&=\phi_{x\zeta}=\tau_0\cos px,\\
\sigma_{xx}&=\phi_{\zeta\zeta}=-2\tau_0\sin px. &&
\end{align}
The minus sign in front of $\sigma_{x\zeta}$ comes from the outward normal, which points along $-\zeta$. Dividing $\sigma_{xx}$ by $E_s'=E_s/(1-\nu_s^2)$ gives the surface strain, and integrating over $x$ gives $u_b=2\tau_0\cos(px)/(E_s'p)$. Hence $k_s(p)=E_s'p/2$. A one-spring estimate uses the longest period, $p=2\pi/L$, so $k_s=\pi E_s'/L$.

The conditions $u(\pm L/2)=\pm\delta/2$ select
\begin{equation}
u=\frac{\delta}{2}\frac{\sinh(x/\ell)}{\sinh(L/2\ell)},\qquad
N\!\left(\tfrac L2\right)=\frac{M'h\delta}{2\ell}\coth\frac{L}{2\ell}.
\end{equation}
The two faces do work $2\times\frac12N(L/2)\,\delta/2=N(L/2)\,\delta/2$. There is one boundary of height $h$ per island, so dividing by $h$ gives $K\delta^2/2$ with
\begin{equation}
K=\frac{M'}{2\ell}\coth\frac{L}{2\ell}.
\label{K}
\end{equation}
Setting $K\delta^2/2<W$ yields Eq.~\eqref{limit}, and the ceiling is $\bar\sigma_{\max}=(M'/L)\sqrt{2W/K}$.

This limit compares all gaps closed with all gaps open. Gaps that close one at a time have different limits. For the first gap, the far ends of both islands are free, so $\tanh(L/\ell)$ replaces $\coth(L/2\ell)$ in Eq.~\eqref{K} and a wider gap can close. For the last gap, with all others closed, the cost is larger than $K\delta^2/2$ by a factor $\coth(L/2\ell)$, and the limit is narrower.

Two limits show what the bond does:
\begin{align}
L\ll\ell:&\quad K\to\frac{M'}{L}, & \bar\sigma_{\max}&\to\sqrt{\frac{2M'W}{L}},\\
L\gg\ell:&\quad K\to\frac{M'}{2\ell}, & \bar\sigma_{\max}&\to\frac2L\sqrt{M'W\ell}.
\end{align}
At fixed $L$ and $h$, a stiffer bond shortens $\ell$ and crowds the strain towards the boundary. Closure then costs more, and the ceiling falls.

\section{Why some bond is needed}

Consider a patch of length $A$ with free ends. Each closure removes a length $\delta$, so the displacement smoothed over many islands obeys
\begin{equation}
u'=\frac{N}{M'h}-\frac{\delta}{L},\qquad N'=ku .
\end{equation}
Differentiating the second relation and inserting the first gives $\ell^2N''=N-M'h\delta/L$. With $N(\pm A/2)=0$,
\begin{equation}
N(x)=h\bar\sigma\left[1-\frac{\cosh(x/\ell)}{\cosh(A/2\ell)}\right],
\label{patch}
\end{equation}
where $\bar\sigma=M'\delta/L$. The smoothing requires $\ell\gg L$. As $k\to0$ at fixed $A$, $\ell$ diverges and the tension vanishes: the islands slide together, release $W$ and remain unstressed. A patch much longer than $\ell$ is held even by a weak bond.

\section{Which gaps close}

An energy gain does not guarantee a path without a barrier. Let $g$ be the remaining gap between parallel faces, and represent adhesion by a smooth attraction of range $\lambda$:
\begin{equation}
\Phi(g)=\frac K2(\delta-g)^2-W\left(1+\frac g\lambda\right)e^{-g/\lambda}.
\end{equation}
This form assumes that all gaps move in step. The open state then disappears when $\Phi'=\Phi''=0$. With $x=g/\lambda$ and $q=K\lambda^2/W$, these conditions read
\begin{equation}
q\left(\frac\delta\lambda-x\right)=xe^{-x},\qquad (x-1)e^{-x}=q .
\end{equation}
The larger root $x$ belongs to the open state; it exists for $q<e^{-2}$. Dividing the first condition by the second gives $\delta/\lambda-x=x/(x-1)$, hence
\begin{equation}
\delta_{\rm snap}=\lambda\frac{x^2}{x-1}.
\end{equation}
Below this gap, faces that all move in step jump together without a barrier. The gaps need not stay in step. The mode in which alternate gaps close is softer, with $\tanh(L/2\ell)$ in place of $\coth(L/2\ell)$ in Eq.~\eqref{K}, and it becomes unstable at a slightly wider gap. Gaps that close first widen their neighbours, which can then be left behind a barrier. With all others closed, the last gap stands open by $\delta\coth(L/2\ell)$ and has stiffness $M'/2\ell$, so it closes without a barrier only for a smaller $\delta$.

Larger gaps can close if contact already exists somewhere along $y$. If all gaps close in step, advancing a steady closure front by $dy$ changes the energy per gap by $h(K\delta^2/2-W)\,dy$, so the front can advance up to $\delta_{\max}$. This neglects the small residual opening and any pinning of the front. An overdamped simulation with 500 cells coupled to their neighbours agrees: the closed region grew by 38 cells at $0.9\,\delta_{\max}$ and shrank by 32 at $1.1\,\delta_{\max}$.

\section{How large: iron islands on a glass-like plate}

Take $L=40$ nm and $h=10$ nm, with rough typical iron values $E=210$ GPa, $\nu=0.29$, $\gamma_s=2.4$ and $\gamma_{gb}=0.8$ J/m$^2$. The plate has $E_s=70$ GPa and $\nu_s=0.20$. Then $W=2(2.4)-0.8=4.0$ J/m$^2$, which equals 4.0 GPa\,nm, and $M'=229$ GPa. The film's shear modulus is $\mu=E/[2(1+\nu)]=81.4$ GPa. The bond stiffness and decay length are
\begin{align}
k_s&=\frac{\pi(70)}{(1-0.20^2)(40)}=5.73\ \text{GPa/nm},\\
k&=\left[\frac1{5.73}+\frac{10}{3(81.4)}\right]^{-1}=4.64\ \text{GPa/nm},\\
\ell&=\sqrt{\frac{229.3\times10}{4.64}}=22.2\ \text{nm}.
\end{align}
Equation~\eqref{K} gives $K=7.20$ GPa/nm. A two-dimensional finite-element calculation with the same local base spring gives 7.31 GPa/nm, 1.5\% higher. Therefore
\begin{equation}
\delta_{\max}=\sqrt{\frac{2(4.0)}{7.20}}=1.05\ \text{nm},\qquad
\bar\sigma_{\max}=\frac{229.3\times1.054}{40}=6.0\ \text{GPa}.
\end{equation}
Uniform strain would allow 6.8 GPa.

In the same one-spring estimate, if the gaps close one by one, the first can close up to 1.28 nm, but the last only up to 0.89 nm, which gives 5.1 GPa. Between 0.89 and 1.05 nm the fully closed film has less energy than the open one, yet it would gain by reopening some boundaries.

For $\lambda=0.06$ nm, $q=0.00648$ and $x=6.80$, so $\delta_{\rm snap}=0.48$ nm. Closing every gap of that width would give 2.7 GPa, less than half the ceiling, but that state is not reached without a barrier: alternate gaps already snap at 0.49 nm and pull the others wider. In the one-spring estimate the last gap closes without a barrier only for $\delta<0.36$ nm, which gives 2.1 GPa. The value depends on the assumed range of adhesion: $\delta_{\rm snap}$ is about 0.4 nm for $\lambda=0.04$ nm and 0.7 nm for $\lambda=0.10$ nm. Adding a rough van der Waals attraction raises $\delta_{\rm snap}$ to 0.51 nm. At the energetic limit, the residual opening after closure is 0.7\% of the initial gap.

The need for anchoring also shows in a discrete calculation for 41 islands. At a fixed closed gap, the centre island carries the full tension with the stated local spring, but only 0.00068 of it when $k$ is reduced by $10^6$. Equation~\eqref{patch} applies to the weak-bond case and gives the same value. An elastic half-space yields more easily at long wavelengths, so with the unweakened bond the centre of such a patch keeps about 0.95 of the full tension.

A real substrate responds differently at each wavelength. Place the origin at a boundary and let $p_n=2\pi n/L$. The displacement drops by $\delta$ at each boundary, so the Fourier components obey
\begin{equation}
\frac{N_n}{M'h}=ip_nu_n+\frac\delta L,\qquad ip_nN_n=k(p_n)u_n .
\end{equation}
Eliminating $u_n$, summing $N_n$ at the boundary and dividing by $h\delta$ gives
\begin{equation}
K=\frac{M'}{L}\sum_{n=-\infty}^{\infty}\left[1+\frac{M'hp_n^2}{k(p_n)}\right]^{-1}.
\end{equation}
Here $k(p_n)$ combines the half-space stiffness $E_s'|p_n|/2$ with the film's shear, as before. The ceiling at $L=40$ nm becomes 5.7 GPa, 6\% below the one-spring value. At fixed $h=10$ nm it is 8.9, 3.3 and 1.8 GPa for $L=20$, 80 and 160 nm. For wide islands the sum becomes an integral, $K$ approaches a constant $K_\infty$, and the ceiling tends towards $1/L$ scaling. The limits for gaps closing one by one shift more than the collective one. At $L=40$ nm the first gap can close up to about 1.4 nm. The last gap in a long film can close only up to $\sqrt{2WK_\infty}/K=0.74$ nm, which gives 4.2 GPa.

These values still use height-averaged displacements. Closing the faces right down to a perfectly bonded base would force a displacement jump into the substrate, and its linear elastic energy diverges logarithmically. A small opening left at the base removes the divergence. In a two-dimensional calculation for $L=40$ nm with the lowest 1 nm left open, the ceiling is 5.2 to 5.3 GPa instead of 5.7 GPa, counting $W$ only over the closed height and using the computed mean stress, which is about 4\% below Eq.~\eqref{mean}. It is about 5.0 GPa for openings of 2 nm and of 0.125 nm.

\section{Reading the stress from curvature}

Plane strain and zero mean $\sigma_{zz}$ give $\bar\sigma_{yy}=\nu\bar\sigma_{xx}$. A thin film on a plate of thickness $h_s$ applies moments $m_i=\bar\sigma_{ii}hh_s/2$ per unit width about the mid-plane. Plate bending, $\kappa_x=12(m_x-\nu_sm_y)/(E_sh_s^3)$, then gives
\begin{equation}
\kappa_x=\frac{6h(\bar\sigma_{xx}-\nu_s\bar\sigma_{yy})}{E_sh_s^2}.
\end{equation}
Curvature is counted positive when the film side is concave. Interchanging $x$ and $y$ gives $\kappa_y$. In the combination $\kappa_x+\nu_s\kappa_y$ the terms in $\bar\sigma_{yy}$ cancel, leaving
\begin{equation}
h\bar\sigma_{xx}=\frac{E_sh_s^2}{6(1-\nu_s^2)}(\kappa_x+\nu_s\kappa_y).
\end{equation}
Curvature therefore measures force per width. Converting it to stress requires the mean island height. At the one-spring ceiling, the force is 60 N/m and a 0.10 mm plate bends to $\kappa_x=0.49$ m$^{-1}$.

\section{Real films and what to do}

Measured coalescence stresses in metal films are often of order 1 GPa or less, as a rough guide. The 6 GPa ceiling is therefore far from typical. It assumes that every gap has the largest permitted width and that nothing relaxes. If only a fraction $f$ of equal gaps closes, the islands stretch by at most $f\delta$ per pitch on average, because the open gaps widen as the islands beside them are pulled away. The mean stress is then at most $f$ times the value in Eq.~\eqref{mean}.

Plastic flow can remove much of a tension near the ceiling. A dislocation crossing the film leaves a line of energy $\mu b^2\ln(h/b)/[4\pi(1-\nu)]$ per unit length, where $b$ is its Burgers vector. The film stress supplies work of roughly $m\sigma bh$, where $m$ is the resolved-stress factor. Equating the two with $m=0.4$ gives 2.1 GPa, about one third of the ceiling. This uses the modulus of iron. The line lies on the softer plate, which lowers its energy by a factor of about $2E_s'/(M'+E_s')=0.48$ and the stress to about 1 GPa. This limit matters only if mobile dislocations are available.

Atoms entering the boundary also relieve tension. At the ceiling, the mean stress times the atomic volume is 0.45 eV, against a thermal energy of 0.026 eV at 300 K. The work gained per atom is somewhat larger, because the stress at the boundary exceeds the mean. The driving force is strong, but the rate depends on mobility and access. The limiting gap is also about five (110) plane spacings wide, so deposition may fill it before it closes.

Other corrections are smaller. Iron's Young modulus ranges from 130 to 284 GPa with direction; in the uniform-strain limit, with Poisson's ratio and $W$ fixed, the square-root dependence changes the ceiling by $-21$ to $+16$\%. Cooling by 50 K with an expansion difference of 5 ppm/K adds a stress of magnitude 0.07 GPa. A surface-stress change of 2 N/m is about 3\% of the ceiling force. Rounded islands, contamination and nonlinear elasticity are not included. The bond to the plate is also assumed to hold. At the one-spring ceiling the base shear peaks at 2.4 GPa and the stored elastic energy is $Wh/L=1.0$ J per m$^2$ of base area, so a weakly adhering film may slip or peel first.

These results suggest three actions:
\begin{itemize}
\item Increase the island spacing at coalescence, for example through a lower nucleation density. At fixed height and $W$, this lowers the ceiling; the actual stress falls if the closed gaps do not widen in proportion.
\item Allow atoms to reach the boundaries, if the added mobility does not cause unacceptable roughening or reaction.
\item Follow force per width during growth, and measure both curvatures if the islands are aligned. Do not assign the whole signal to coalescence without estimating thermal and surface-stress contributions.
\end{itemize}
Weakening the bond is a poor remedy for a continuous film much longer than $\ell$: the mean stress at a given closed gap is unchanged, while the energetic ceiling rises. The remaining computed values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Iron E, nu (rough): 210 GPa, 0.29
Surface, boundary energy: 2.4, 0.8 J/m^2
Island width L, height h: 40, 10 nm
Plate E, nu: 70 GPa, 0.20
Plate thickness: 0.10 mm
Adhesion length: 0.06 nm
Released energy W: 4.00 J/m^2
Plane-strain modulus: 229.3 GPa; shear: 81.4 GPa
Substrate stiffness: 5.73 GPa/nm
Total bond stiffness k: 4.64 GPa/nm
Strain decay length: 22.2 nm
Closure stiffness K: 7.20 GPa/nm
Uniform-strain K: 5.73 GPa/nm
Energetic gap limit: 1.054 nm
Mean strain at limit: 2.64 %
Mean stress ceiling: 6.04 GPa
Uniform-strain ceiling: 6.77 GPa
Boundary stress at limit: 7.59 GPa
Peak adhesion: 24.5 GPa
q and x at barrier loss: 0.00648, 6.796
Barrier-free gap: 0.478 nm
Mean stress from that gap: 2.74 GPa
Front shift at 0.9 gap limit: +38 cells
Front shift at 1.1 gap limit: -32 cells
41-island patch, relative tension: 1.0000
Same, bond 1e6 times weaker: 0.00068
Force per width at ceiling: 60.4 N/m
Plate curvature at ceiling: 0.488 1/m
Finite-element K: 7.31 GPa/nm
Half-space K: 8.12 GPa/nm
Half-space ceiling: 5.69 GPa
Half-space ceiling, L=20 nm: 8.91 GPa
Half-space ceiling, L=80 nm: 3.35 GPa
Half-space ceiling, L=160 nm: 1.82 GPa
Residual opening / initial gap: 0.73 %
Hamaker constant (rough): 0.3 aJ
Barrier-free gap with vdW: 0.509 nm
Iron E along 100, 111: 130, 284 GPa
Dislocation-motion stress: 2.09 GPa
Work per inserted atom: 0.446 eV
Thermal energy at 300 K: 0.0259 eV
Gap limit / 110 spacing: 5.19
Expansion difference: 5 ppm/K
Thermal stress, 50 K cooling: 0.074 GPa
Surface stress (rough): 2.0 N/m
\end{verbatim}
